# The optimal step along a preconditioned residual, derived two ways

An iterative band solver that works by residual minimization must decide, for each orbital and at each iteration, how far to move along the preconditioned residual. It can use a preset length, or it can compute the length that suits the current vector. When the trial vector is accepted as the new orbital, a step that is too short forgoes part of the reduction that the Hamiltonian application could buy, and one longer than twice the optimum increases the fixed-energy residual norm it was meant to reduce. The optimal length requires one new Hamiltonian application, and that product also supplies the residual after the step.

## The problem

Let $H$ be a Hermitian matrix in an orthonormal basis. In a self-consistent calculation the potential is frozen while the orbital is improved, so $H$ is linear. The current orbital $\phi$ is normalized, $H\phi$ is known, and

$$
\varepsilon=\langle\phi|H|\phi\rangle,\qquad A=H-\varepsilon,\qquad R=A\phi .
$$

Inner products are conjugate-linear in their first argument, and $\|x\|^2=\langle x|x\rangle$. The residual $R$ vanishes when $\phi$ is an eigenvector. A preconditioner $K$, with units of inverse energy, turns it into a search direction:

$$
d=KR,\qquad \psi(\lambda)=\phi+\lambda d .
$$

The step length $\lambda$ is real and dimensionless. We seek the value that minimizes $\|A\psi(\lambda)\|$, with $\varepsilon$ held at its old value and $\psi$ not renormalized. Since $A$ is linear,

$$
A\psi(\lambda)=A\phi+\lambda Ad=R+\lambda p,\qquad p=Ad=Hd-\varepsilon d. \tag{1}
$$

The only unknown product here is $Hd$; this is the one additional Hamiltonian application. We assume $p\neq0$. If $p=0$, the fixed-$\varepsilon$ residual does not depend on $\lambda$, and no length is preferred.

## First derivation: a parabola along the line

Expand the squared norm of (1) for real $\lambda$:

$$
N(\lambda)=\langle R+\lambda p|R+\lambda p\rangle
=\|R\|^2+\lambda\big(\langle R|p\rangle+\langle p|R\rangle\big)+\lambda^2\|p\|^2 .
$$

The two cross terms are complex conjugates, so their sum is twice the real part of either:

$$
N(\lambda)=\|R\|^2+2\lambda\,\mathrm{Re}\langle R|p\rangle+\lambda^2\|p\|^2. \tag{2}
$$

The derivative is

$$
N'(\lambda)=2\,\mathrm{Re}\langle R|p\rangle+2\lambda\|p\|^2 .
$$

Setting it to zero gives

$$
\boxed{\lambda_*=-\frac{\mathrm{Re}\langle R|p\rangle}{\langle p|p\rangle}} \tag{3}
$$

The second derivative, $2\|p\|^2$, is positive, so this is the unique minimum. Equation (3) also gives $\mathrm{Re}\langle R|p\rangle=-\lambda_*\|p\|^2$. Substituting this into (2) and completing the square yields

$$
\begin{aligned}
N(\lambda)&=\|R\|^2-2\lambda\lambda_*\|p\|^2+\lambda^2\|p\|^2\\
&=\|R\|^2-\lambda_*^2\|p\|^2+(\lambda-\lambda_*)^2\|p\|^2 .
\end{aligned} \tag{4}
$$

At $\lambda=2\lambda_*$ the last two terms cancel, and the norm is back at its starting value. A preset step therefore lowers the fixed-$\varepsilon$ norm if it has the sign of $\lambda_*$ and is shorter than $2|\lambda_*|$. For $\lambda_*\ne0$, the fraction of the best possible reduction in $N$ that it achieves is

$$
\frac{N(0)-N(\lambda)}{N(0)-N(\lambda_*)}
=1-\left(\frac{\lambda}{\lambda_*}-1\right)^2. \tag{5}
$$

For $R\neq0$, define an angle $\theta$ between $0$ and $\pi/2$ by

$$
\cos\theta=\frac{|\mathrm{Re}\langle R|p\rangle|}{\|R\|\,\|p\|}.
$$

Then $\lambda_*^2\|p\|^2=\|R\|^2\cos^2\theta$, and the minimum is

$$
\|A\psi(\lambda_*)\|=\|R\|\sin\theta. \tag{6}
$$

The length of $d$ does not affect (6), because rescaling $d$ rescales $p$ and leaves the angle unchanged. The preconditioner matters through direction: the fixed-$\varepsilon$ norm falls most when $p=AKR$ is nearly parallel or antiparallel to $R$. Such alignment does not by itself give a better orbital, because it can also be obtained by shrinking $\psi$, as shown below under normalization.

## Second derivation: orthogonal projection

Now let the coefficient be a complex number $\mu$. The vectors $-\mu p$ form a complex line, and minimizing $\|R+\mu p\|$ means finding the point of that line closest to $R$. Choose $\mu_c$ so that the remainder is orthogonal to $p$:

$$
\langle p|R+\mu_c p\rangle=0
\quad\Longrightarrow\quad
\mu_c=-\frac{\langle p|R\rangle}{\langle p|p\rangle}. \tag{7}
$$

To see that this is the minimizer, write for any other $\mu$

$$
R+\mu p=(R+\mu_cp)+(\mu-\mu_c)p .
$$

The two vectors on the right are orthogonal by (7), so their squared norms add:

$$
\|R+\mu p\|^2=\|R+\mu_cp\|^2+|\mu-\mu_c|^2\|p\|^2. \tag{8}
$$

The last term is non-negative and vanishes at $\mu=\mu_c$. No derivative was needed.

The real step follows by restricting (8) to $\mu=\lambda$ real. Then

$$
|\lambda-\mu_c|^2=(\lambda-\mathrm{Re}\,\mu_c)^2+(\mathrm{Im}\,\mu_c)^2 .
$$

The second term does not depend on $\lambda$, so the best real coefficient is $\mathrm{Re}\,\mu_c$. Because $\mathrm{Re}\langle p|R\rangle=\mathrm{Re}\langle R|p\rangle$, this is $\lambda_*$ of equation (3).

Equation (8) also gives the cost of using a real coefficient. At $\lambda=\lambda_*$ the squared norm exceeds the complex minimum by

$$
(\mathrm{Im}\,\mu_c)^2\|p\|^2=\frac{(\mathrm{Im}\langle p|R\rangle)^2}{\|p\|^2}.
$$

For real vectors and matrices this is zero.

## What each derivation assumes

Both derivations need a linear $H$, a fixed $\varepsilon$, a norm that comes from an inner product, and $p\neq0$. The first takes $\lambda$ real from the outset and yields the whole profile along the line. The second admits complex coefficients and obtains the real step as a restriction.

Neither derivation uses the Hermiticity of $H$, the normalization of $\phi$, the fact that $\varepsilon$ is a Rayleigh quotient, or any sign property of $K$. Formula (3) is therefore quite general, but it promises correspondingly little. It minimizes an unnormalized residual at an old energy, whereas a solver needs a small residual for a normalized vector at its own energy. The omitted properties enter when these two quantities are connected.

### Updating the energy

Let $\psi=\psi(\lambda_*)$ be nonzero. The product

$$
H\psi=H\phi+\lambda_*Hd
$$

combines two stored vectors, so the new energy

$$
\varepsilon'=\frac{\langle\psi|H\psi\rangle}{\langle\psi|\psi\rangle}
$$

needs no further Hamiltonian application. Split the old-energy residual as

$$
(H-\varepsilon)\psi=(H-\varepsilon')\psi+(\varepsilon'-\varepsilon)\psi .
$$

By the definition of $\varepsilon'$, $\langle\psi|(H-\varepsilon')\psi\rangle=0$. Both energies are real because $H$ is Hermitian. The cross terms vanish, and

$$
\|(H-\varepsilon)\psi\|^2=\|(H-\varepsilon')\psi\|^2+(\varepsilon'-\varepsilon)^2\|\psi\|^2. \tag{9}
$$

Updating the energy can thus lower the unnormalized residual but cannot raise it.

### Restoring the normalization

The normalized residual is obtained by dividing by $\|\psi\|$, where

$$
\|\psi\|^2=1+2\lambda_*\mathrm{Re}\langle\phi|d\rangle+\lambda_*^2\|d\|^2. \tag{10}
$$

If this is less than one, part of the apparent improvement is just shrinkage of the vector. The extreme case is the exact inverse $K=A^{-1}$, when it exists. Then $d=A^{-1}A\phi=\phi$ and $p=R$, so $\lambda_*=-1$ and $\psi=0$. The residual vanishes because the vector does.

A two-level model shows a less extreme failure. With energies in hartree and $K$ in inverse hartree, take

$$
H=\begin{pmatrix}0&0.5\\0.5&2\end{pmatrix},\quad
K=\begin{pmatrix}-10&2\\2&-0.48\end{pmatrix},\quad
\phi=\begin{pmatrix}1\\0\end{pmatrix}.
$$

This $K$ is negative definite: its diagonal entries are negative and its determinant is $4.8-4=0.8$. Here $\varepsilon=0$ and $R=(0,0.5)$, so $d=(1,-0.24)$ and $p=(-0.12,0.02)$. The step is

$$
\lambda_*=-\frac{0.5\times0.02}{0.12^2+0.02^2}=-0.676 .
$$

The fixed-$\varepsilon$ norm falls from 0.500 to 0.493 hartree, but $\|\psi\|$ is only 0.363. After normalization and the energy update, the residual has risen to 1.100 hartree.

The remedy is to remove the component of $d$ along $\phi$ before applying $H$:

$$
d_\perp=d-\phi\langle\phi|d\rangle. \tag{11}
$$

Formula (3) is then used with $p=Ad_\perp$. If $d_\perp=0$, as for the exact inverse, there is no direction left and another correction is needed. Otherwise (10) becomes $\|\psi\|^2=1+\lambda_*^2\|d_\perp\|^2\ge1$. Combining this with (9) and (6), the new normalized residual $R'$ satisfies

$$
\|R'\|=\frac{\|(H-\varepsilon')\psi\|}{\|\psi\|}
\le\frac{\|(H-\varepsilon)\psi\|}{\|\psi\|}
\le\|R\|\sin\theta\le\|R\|. \tag{12}
$$

A projected step cannot increase the residual. In the two-level model the projected direction is $(0,-0.24)$, the step is 0.980, and the normalized residual drops from 0.500 to 0.0016 hartree.

### When the optimal length is zero

The guarantee (12) does not ensure progress. If $\mathrm{Re}\langle R|p\rangle=0$, then $\lambda_*=0$ even though $R$ may be large. The origin of this is clearest for a constant preconditioner $K=-\kappa$ with $\kappa>0$. Let $R_j$ be the component of $R$ along the eigenvector of energy $E_j$, and let $\Delta_j=E_j-\varepsilon$. Then $p=-\kappa AR$, and (3) gives

$$
\kappa\lambda_*=\frac{\langle R|A|R\rangle}{\langle R|A^2|R\rangle}
=\frac{\sum_j\Delta_j|R_j|^2}{\sum_j\Delta_j^2|R_j|^2}. \tag{13}
$$

If one eigenvector dominates both sums, then $\kappa\lambda_*\approx1/\Delta_j$, the inverse of its energy distance from $\varepsilon$. Dominating $R$ itself is not enough, because the factor $\Delta_j^2$ lets a small high-energy component control the denominator. Write $c_j$ for the components of $\phi$, so that $R_j=\Delta_jc_j$. Because $\varepsilon$ is the Rayleigh quotient, $\sum_j\Delta_j|c_j|^2=0$, and every nonzero $R$ has components both below and above $\varepsilon$. The numerator, $\sum_j\Delta_j^3|c_j|^2$, vanishes when its negative and positive parts are equal in size. An equal mixture of two levels is such a case: $\varepsilon$ lies midway between them, the two weights in $R$ are equal, and $\lambda_*=0$. No step length then lowers the fixed-$\varepsilon$ norm, but the direction need not be at fault. Write $\phi=(u_1+u_2)/\sqrt2$ with eigenvectors of energies $\varepsilon-\delta$ and $\varepsilon+\delta$. Then $R=\delta(u_2-u_1)/\sqrt2$, and the step $\kappa\lambda=1/\delta$ gives $\psi=\phi-R/\delta=\sqrt2\,u_1$, an exact eigenvector. Its fixed-$\varepsilon$ norm, $\sqrt2\,\delta$, exceeds $\|R\|=\delta$, so the criterion rejects it. Here the stall comes from holding $\varepsilon$ fixed. Normalizing alone does not help: $A^2=\delta^2$ on the span of $u_1$ and $u_2$, so $\|A\psi\|/\|\psi\|=\delta$ at every length. With the energy updated, the unnormalized norm at $t=\kappa\lambda\delta$ is $\delta|1-t^2|/\sqrt{1+t^2}$, which falls to zero at $t=1$.

### The connection with DIIS

The DIIS part of the method combines stored vectors so as to minimize a residual. We take the form that minimizes a normalized residual with all residuals evaluated at one energy. For two linearly independent vectors $\phi$ and $d$, write $\psi=c_1\phi+c_2d$. At fixed $\varepsilon$, the quantity to minimize is

$$
\frac{\|A\psi\|^2}{\|\psi\|^2}=\frac{c^\dagger Bc}{c^\dagger Gc},
$$

$$
B=\begin{pmatrix}\langle R|R\rangle&\langle R|p\rangle\\\langle p|R\rangle&\langle p|p\rangle\end{pmatrix},\qquad
G=\begin{pmatrix}1&\langle\phi|d\rangle\\\langle d|\phi\rangle&\langle d|d\rangle\end{pmatrix}.
$$

Call the quotient $\sigma^2$. Making it stationary with respect to $c^\dagger$ gives $Bc=\sigma^2Gc$, whose lowest eigenvalue is the squared minimum. All entries come from vectors already held.

A trial vector $\phi+\lambda d$ with any $\lambda\neq0$ spans the same space together with $\phi$. In exact arithmetic, the first combination of this fixed-$\varepsilon$, normalized form is therefore independent of the trial length, and the length matters when the trial vector itself is accepted as the new orbital. If the residual of the trial vector is instead taken at its own energy, the argument no longer applies. For the starting vector of band 2 in the example below, with the projected direction, the effective step then changes from 0.218 to 0.325 as the trial length goes from 0.3 to 3.

## A plane-wave example

Consider one electron in a periodic cell of length $L=10$ bohr, with Bloch wave number $0.1\ \mathrm{bohr}^{-1}$ and 25 plane waves. With $b=2\pi/L$, the potential in hartree is

$$
V(x)=-0.5\cos(bx)+0.1\sin(2bx).
$$

The starting orbitals are eigenvectors for the cosine term alone, as though the sine term had just been added by a potential update. The preconditioner is diagonal, $K=-1/(T+0.5\ \text{hartree})$, where $T$ is the kinetic energy of each plane wave. For large $T$ it approximates $-1/(T-\varepsilon)$, the factor that turns a residual component into a correction when potential coupling is neglected. A step near $+1$ is then appropriate for such components.

For the lowest band, the start has $\varepsilon=-0.29116$ hartree and $\|R\|=0.06985$ hartree. With the unprojected direction $d=KR$, the inner products give

$$
\lambda_*=-\frac{-2.5696\times10^{-3}}{1.4127\times10^{-3}}=1.819 .
$$

The numerator and denominator are both in hartree squared. The complex optimum has an imaginary part of only $8.5\times10^{-5}$, so a real step loses almost nothing here.

The optimum exceeds one partly because the residual contains plane waves of low kinetic energy. The mean potential is zero, so the diagonal of $A$ is $T-\varepsilon=T+0.291$ hartree, which is smaller than the $T+0.5$ hartree in the preconditioner. If $A$ were diagonal, $\lambda_*$ could not exceed the largest ratio of these quantities, which is below $0.5/0.291=1.72$. The larger computed value shows that the potential coupling between plane waves also contributes.

The alignment is $\cos\theta=0.9787$, so (6) predicts a minimum of

$$
0.06985\times\sqrt{1-0.9787^2}\approx0.0143\ \text{hartree}.
$$

The norms evaluated along the line show the symmetry of the parabola:

| $\lambda/\lambda_*$ | $\lVert A\psi\rVert$ (hartree) |
|---|---|
| 0 | 0.06985 |
| 0.5 | 0.03707 |
| 1 | 0.01433 |
| 1.5 | 0.03707 |
| 2 | 0.06985 |

Updating the energy to $-0.29909$ hartree lowers the unnormalized norm to 0.01191 hartree. Division by $\|\psi\|=1.00636$ gives a normalized residual of 0.01183 hartree. A scan of this last quantity between 0 and $2\lambda_*$ places its minimum at 1.823, about 0.25% above $\lambda_*$. Fixing $\varepsilon$ and ignoring normalization therefore hardly changes the step in this case. The two-vector DIIS minimum at fixed $\varepsilon$ is 0.01424 hartree, which is to be compared with $0.01433/1.00636=0.01424$ hartree for the simple step.

The norm grew even without projection, for a reason of symmetry. The old Hamiltonian is real in the plane-wave basis, so $\phi$ can be chosen real. The Fourier coefficients of the added sine are imaginary. Its expectation value in $\phi$ is therefore both real and imaginary, hence zero, and $R$ is purely imaginary. Since $K$ is real, $d=KR$ is purely imaginary too, and $\mathrm{Re}\langle\phi|d\rangle=0$ in (10).

## Repeated steps in two bands

Now repeat the projected step six times for each of the two lowest bands, renormalizing and updating the energy each time. This costs seven Hamiltonian applications per band, including the initial $H\phi$. No DIIS combination is made.

| Steps taken | $\lVert R\rVert$, band 1 (hartree) | Next $\lambda_*$ | $\lVert R\rVert$, band 2 (hartree) | Next $\lambda_*$ |
|---|---|---|---|---|
| 0 | 0.06985 | 1.819 | 0.07453 | 0.205 |
| 1 | 0.01183 | 1.064 | 0.07379 | −0.192 |
| 2 | 0.00435 | 1.279 | 0.07314 | 0.179 |
| 6 | 0.00016 | – | 0.07130 | – |

In band 1 the final energy is within $10^{-7}$ hartree of $-0.2993143$ hartree, the value from full diagonalization in the same basis. The optimal length changes between iterations. If the first length, 1.819, were reused at the second step, (5) would give

$$
1-\left(\frac{1.819}{1.064}-1\right)^2\approx0.50,
$$

or half of the available reduction in the squared fixed-$\varepsilon$ norm.

Band 2 barely improves. Its residual falls by about 4% in six steps, and the sign of the step alternates. The final energy, 0.09839 hartree, is still 0.0032 hartree below the diagonalization result of 0.10162 hartree. By (12), the ratio of successive residuals is at most $\sin\theta$. The first ratio is $0.07379/0.07453=0.990$, so $\cos\theta$ was at most about $\sqrt{1-0.990^2}\approx0.14$. The value itself is 0.136, so $p$ was poorly aligned with $R$. Unlike the equal mixture, this case is limited by the direction and not by holding $\varepsilon$ fixed. For real lengths between $-10$ and $10$, the normalized residual at its own energy is smallest near $\lambda=0.22$, where it is still 0.0738 hartree.

The final vector has components on both sides of band 2. Its energy lies below that of band 2, so it must contain some of band 1. If it contained these two bands alone, its energy would fix the band-1 weight at

$$
w=\frac{0.101619-0.098393}{0.101619+0.299314}\approx0.0080 ,
$$

and the residual, which is the energy spread of a normalized state, would be

$$
\sqrt{w(1-w)}\,(0.10162+0.29931)\approx0.036\ \text{hartree}.
$$

The actual residual is 0.071 hartree, so higher bands must be present too. Formula (13) was derived for a constant $K$. For the preconditioner used here, expand $R$ and $d_\perp$ in eigenvectors of $H$, with components $R_j$ and $d_j$, so that the numerator of (3) becomes $-\mathrm{Re}\langle R|p\rangle=-\sum_j\Delta_j\,\mathrm{Re}(R_j^*d_j)$. For the final vector, band 1 contributes $-15.1\times10^{-4}$ hartree squared and all other bands together $+18.2\times10^{-4}$, leaving $3.1\times10^{-4}$. At the start the figures are $-15.7$, $+20.7$ and $5.0$ in the same unit. The contributions from below and above $\varepsilon$ thus largely cancel. For this interior band, six single-direction steps with the fixed-$\varepsilon$ optimal length of (3) made almost no progress.
